# Ewald Energy from Gaussian Ionic Charges in Periodic Cells, part 2

A neutral periodic cell of volume $\Omega$ holds $N$ electrons of density $n(\mathbf r)$ and ions of charge $Z_I$ at $\mathbf R_I$, with $N=Z=\sum_IZ_I$. Lattice vectors are $\mathbf L$ and reciprocal vectors $\mathbf G$. Hartree atomic units are used, and electron charge counts as positive. Periodic functions have coefficients $f_{\mathbf G}=\frac1\Omega\int_\Omega fe^{-i\mathbf G\cdot\mathbf r}d^3r$. For localized functions, $\hat f(\mathbf G)$ is the integral over all space, without $1/\Omega$.

With the tin-foil boundary condition (no average field), the energy per cell is defined by

$$
\begin{aligned}
E={}&\frac12\int_\Omega\!\int_\Omega n(\mathbf r)n(\mathbf r')g(\mathbf r-\mathbf r')\,d^3r\,d^3r'
-\sum_IZ_I\int_\Omega n(\mathbf r)g(\mathbf r-\mathbf R_I)\,d^3r\\
&+\int_\Omega n(\mathbf r)\sum_{I,\mathbf L}w_I(|\mathbf r-\mathbf R_I-\mathbf L|)\,d^3r+E_{II},
\end{aligned} \tag{8}
$$

$$
g(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}. \tag{6}
$$

The local potential is $v_I(r)=-Z_I/r+w_I(r)$, with $w_I$ short-ranged.

Auxiliary ionic Gaussians of radii $\sigma_I$ form the positive density $\rho_g$, and $\rho_T=n-\rho_g$:

$$
\rho_{g,\mathbf G}=\frac1\Omega\sum_IZ_Ie^{-\sigma_I^2G^2/4}e^{-i\mathbf G\cdot\mathbf R_I}. \tag{22}
$$

$$
H[\rho]=2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho_{\mathbf G}|^2}{G^2}, \tag{25}
$$

The ionic energy is

$$
E_{II}=H[\rho_g]-\sum_I\frac{Z_I^2}{\sqrt{2\pi}\,\sigma_I}
+\frac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(d/\gamma_{IJ})}d
-\frac{\pi Z}\Omega\sum_IZ_I\sigma_I^2 . \tag{26}
$$

The prime omits $I=J$, $\mathbf L=0$. For equal radii, $\eta=1/(2\sigma^2)$. The Gaussian form still to be proved, with Hartree, self, overlap and remainder terms, is

$$
\begin{aligned}
E={}&2\pi\Omega\sum_{\mathbf G\ne0}\frac{|\rho_{T,\mathbf G}|^2}{G^2}
-\sum_I\frac{Z_I^2}{\sqrt{2\pi}\,\sigma_I}
+\frac12\sum_{I,J,\mathbf L}{}^{'}Z_IZ_J\frac{\operatorname{erfc}(d/\gamma_{IJ})}{d}\\
&+\int_\Omega n(\mathbf r)\sum_{I,\mathbf L}u_I(|\mathbf r-\mathbf R_I-\mathbf L|)\,d^3r ,
\end{aligned} \tag{2}
$$

$$
d=|\mathbf R_I-\mathbf R_J-\mathbf L|,\qquad
\gamma_{IJ}^2=\sigma_I^2+\sigma_J^2,\qquad
u_I(r)=v_I(r)+Z_I\frac{\operatorname{erf}(r/\sigma_I)}{r}. \tag{3}
$$

For $f_\gamma(r)=\operatorname{erfc}(r/\gamma)/r$,

$$
\hat f_\gamma(\mathbf G)=\frac{4\pi}{G^2}\big(1-e^{-\gamma^2G^2/4}\big),
\qquad \hat f_\gamma(0)=\pi\gamma^2. \tag{17}
$$

A large cube of cubic cells in vacuum, each with dipole $\mathbf D$ and $\mathbf P=\mathbf D/\Omega$, has

$$
E_{\text{cube}}-E=\frac12\,\frac{4\pi}{3}\,\mathbf P\cdot\mathbf D=\frac{2\pi D^2}{3\Omega}. \tag{11}
$$

### The Ewald form of the whole energy

The first term of (8) becomes $H[n]$ when $g$ is replaced by its Fourier series (6). The two density integrals give $|\Omega n_{\mathbf G}|^2$, so the prefactor is $\tfrac12(4\pi/\Omega)\Omega^2=2\pi\Omega$.

For the attraction, define at $\mathbf G\ne0$

$$
\hat v_I(\mathbf G)=-\frac{4\pi Z_I}{G^2}+\hat w_I(\mathbf G),
\qquad
\alpha_I=\hat w_I(0)=\int\Big[v_I(r)+\frac{Z_I}r\Big]d^3r. \tag{28}
$$

A sum of localized functions over the lattice has coefficients $\hat w_I(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}/\Omega$. The integral of two real periodic functions over a cell is $\Omega$ times the sum of one set of coefficients multiplied by the conjugate of the other. The factors of $\Omega$ cancel, and (8) becomes

$$
E=H[n]+\sum_{\mathbf G\ne0}n_{\mathbf G}^*\sum_I\hat v_I(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}
+\frac N\Omega\sum_I\alpha_I+E_{II}. \tag{29}
$$

This is the Ewald form. The third term uses $n_{\mathbf G=0}=N/\Omega$. It records that the mean of the short-ranged part of the potential is physical even though the divergent Coulomb terms have cancelled by neutrality.

### Expanding the Hartree energy

For each $\mathbf G$,

$$
|\rho_{T,\mathbf G}|^2=|n_{\mathbf G}|^2+|\rho_{g,\mathbf G}|^2
-2\operatorname{Re}\big(n_{\mathbf G}^*\rho_{g,\mathbf G}\big). \tag{30}
$$

Inserting this in (25) gives $H[n]+H[\rho_g]$ and a cross term with prefactor $-4\pi\Omega$. The densities are real, so the terms for $\mathbf G$ and $-\mathbf G$ are complex conjugates. Their sum is real, and the symbol Re may be dropped. With (22), the result is

$$
H[\rho_T]=H[n]+H[\rho_g]
-\sum_{\mathbf G\ne0}n_{\mathbf G}^*\sum_I\frac{4\pi Z_I}{G^2}
e^{-\sigma_I^2G^2/4}e^{-i\mathbf G\cdot\mathbf R_I}. \tag{31}
$$

The cross term is the attraction of the electrons to Gaussian ions. It is not yet their attraction to the ions described by $v_I$.

The missing part is $u_I$. Using $1-\operatorname{erf}=\operatorname{erfc}$,

$$
u_I(r)=w_I(r)-Z_I\frac{\operatorname{erfc}(r/\sigma_I)}r, \tag{32}
$$

which shows that $u_I$ is short-ranged. Equation (17), with $\gamma=\sigma_I$, gives for $\mathbf G\ne0$

$$
\begin{aligned}
\hat u_I(\mathbf G)
&=\hat w_I(\mathbf G)-\frac{4\pi Z_I}{G^2}\big(1-e^{-\sigma_I^2G^2/4}\big)\\
&=\hat v_I(\mathbf G)+\frac{4\pi Z_I}{G^2}e^{-\sigma_I^2G^2/4}.
\end{aligned} \tag{33}
$$

The remainder integral in (2), which will be called $E_u$, is

$$
E_u=\sum_{\mathbf G}n_{\mathbf G}^*\sum_I\hat u_I(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}, \tag{34}
$$

with $\mathbf G=0$ included. At every nonzero $\mathbf G$, the second term of (33) cancels the cross term in (31). What remains is the true attraction, $\hat v_I(\mathbf G)$.

### The zero-wave-vector term

At $\mathbf G=0$, equations (17) and (32) give

$$
\hat u_I(0)=\alpha_I-\pi Z_I\sigma_I^2. \tag{35}
$$

The corresponding part of the remainder energy is

$$
E_{u,0}=\frac N\Omega\sum_I\alpha_I-\frac{\pi N}\Omega\sum_IZ_I\sigma_I^2. \tag{36}
$$

Collecting (31), (34) and (36), the sum of the first and fourth terms in (2) is

$$
\begin{aligned}
H[\rho_T]+E_u={}&H[n]+H[\rho_g]
+\sum_{\mathbf G\ne0}n_{\mathbf G}^*\sum_I\hat v_I(\mathbf G)e^{-i\mathbf G\cdot\mathbf R_I}\\
&+\frac N\Omega\sum_I\alpha_I-\frac{\pi N}\Omega\sum_IZ_I\sigma_I^2. 
\end{aligned} \tag{37}
$$

Now add the self and overlap terms of (2). By (26), these two terms and $H[\rho_g]$ together equal $E_{II}+(\pi Z/\Omega)\sum_IZ_I\sigma_I^2$. If $E_{\text{Gauss}}$ denotes the right side of (2) and $E_{\text{Ewald}}$ the right side of (29), then

$$
E_{\text{Gauss}}-E_{\text{Ewald}}
=\frac{\pi(Z-N)}\Omega\sum_IZ_I\sigma_I^2. \tag{38}
$$

For $N=Z$ the difference is zero, which proves (2). The Ewald background has not been lost in the Gaussian form. It is part of the mean of $u_I$, multiplied by the electron number.

### Charged cells and the potential zero

Equation (38) also shows how the equality fails. If the cell is charged and its $\mathbf G=0$ Hartree term is simply omitted, the Gaussian form depends on the auxiliary radii. Subtracting the right side of (38) restores the convention of (29). That convention still describes a charged cell with a uniform neutralizing background, not an isolated charged system.

A related dependence appears in the potential acting on the electrons. Varying (2) with respect to $n$ gives

$$
V(\mathbf r)=\sum_{\mathbf G\ne0}\frac{4\pi\rho_{T,\mathbf G}}{G^2}e^{i\mathbf G\cdot\mathbf r}
+\sum_{I,\mathbf L}u_I(|\mathbf r-\mathbf R_I-\mathbf L|). \tag{39}
$$

By (33), its coefficients at $\mathbf G\ne0$ do not depend on $\sigma_I$. Its mean does:

$$
V_{\mathbf G=0}=\frac1\Omega\sum_I\big(\alpha_I-\pi Z_I\sigma_I^2\big). \tag{40}
$$

A change of radii therefore shifts all one-electron energies by the same constant at fixed density. A variation of the density at fixed electron number is unaffected, because it satisfies $\int_\Omega\delta n\,d^3r=0$. One-electron energies from calculations with different radii need a common potential zero before they are compared.

### Choosing the radii

The radii move work between the sums. The ionic Gaussians contribute to $H[\rho_g]$ with factors $e^{-(\sigma_I^2+\sigma_J^2)G^2/4}$, so small radii require larger reciprocal vectors. Large radii make $\operatorname{erfc}(d/\gamma_{IJ})$ extend over more neighbours. Truncating either sum makes the computed energy depend on the radii. Variation of the total with $\sigma_I$ therefore reveals incomplete sums, an inaccurate quadrature of the remainder integral or, by (38), an electron number different from $Z$. The converse does not hold. A constant total does not test errors in the shape of $n$. It also does not test numerical errors in the parts that contain no auxiliary radius, namely the electron–electron Hartree energy and the integral of $n$ against $v_I$.

### A two-ion cell

Consider a cubic model cell of side $8$ bohr, so $\Omega=512$ bohr³. An ion with $Z_1=3$ lies at $(2,2,2)$ bohr and one with $Z_2=1$ at $(4.5,3,2.5)$ bohr. Their local potentials are

$$
v_I(r)=-Z_I\frac{\operatorname{erf}(r/c_I)}r+h_Ie^{-r^2/c_I^2}, \tag{41}
$$

with core radii $c_1=0.5$ and $c_2=0.6$ bohr, and heights $h_1=3$ and $h_2=1$ hartree. Four electrons occupy two Gaussian clouds, with two electrons in each. The clouds have widths $0.9$ and $1.2$ bohr and centres $(2.2,2,2.1)$ and $(3.05,2.5,2.15)$ bohr. The density is prescribed, not self-consistent. The dipole is zero because the charge-weighted positions of electrons and ions have the same sum, $(10.5,9,8.5)$.

From (17) and the integral of a Gaussian,

$$
\alpha_I=\pi Z_Ic_I^2+h_I\pi^{3/2}c_I^3. \tag{42}
$$

This gives $\alpha_1=2.3562+2.0881=4.4443$ and $\alpha_2=1.1310+1.2028=2.3337$ hartree bohr³, where the last digit of the second sum reflects rounding. Their contribution to the energy is $4(4.4443+2.3337)/512=0.05295$ hartree.

Set A has radii $\sigma=(1.0,0.8)$ bohr. Its self energy is

$$
\frac1{\sqrt{2\pi}}\Big(\frac9{1.0}+\frac1{0.8}\Big)=4.08916\ \text{hartree}. \tag{43}
$$

Set B has radii $(1.4,1.2)$ bohr. The terms of (2), in hartree, are:

| Term | Set A | Set B |
|---|---:|---:|
| Total-density Hartree | 0.384514 | 0.604515 |
| Minus self energy | −4.089158 | −2.897081 |
| Overlap | 0.002730 | 0.039108 |
| Remainder | −1.109918 | −2.558374 |
| Sum | −4.811832 | −4.811832 |

From A to B, the first three terms rise by $0.22000$, $1.19208$ and $0.03638$ hartree. The remainder falls by $1.44846$ hartree, which is their sum. The individual terms are therefore tied to the choice of radii, and only their sum has a meaning independent of it.

The Ewald form (29), with its four terms in order, gives

$$
3.017507-6.236885+0.052954-1.645407=-4.811832\ \text{hartree}, \tag{44}
$$

where the final digit is that of the unrounded sum. The total is $-130.937$ eV. The numerical check evaluates the remainder on a real-space grid, so its $\mathbf G=0$ part is not inserted by hand.

For set A, the background is

$$
-\frac{4\pi}{512}\big(3\times1.0^2+1\times0.8^2\big)=-0.08934\ \text{hartree}. \tag{45}
$$

Equation (36) then gives $0.05295-0.08934=-0.03639$ hartree for the mean part of the remainder. For set B it is $0.05295-0.17966=-0.12671$ hartree. Omitting this part would raise the energy by $0.036$ or $0.127$ hartree, and so would make it depend on the radii.

The range of the overlap term also changes. Pairs involving periodic images contribute $3.1\times10^{-10}$ hartree for set A and $9.0\times10^{-6}$ hartree for set B. A sum restricted to the listed pair would be adequate for many purposes with set A, but less accurate with set B.

### Direct sums and the two departures

The direct sum over neutral cells provides a check without Ewald splitting. With cell indices up to $8$, $16$ and $32$ in each direction, it gives $-4.81183471$, $-4.81183301$ and $-4.81183255$ hartree. Extrapolation gives $-4.81183239$ hartree, equal to the Ewald result at the printed precision.

The leading interaction of two neutral, dipole-free cells is between quadrupoles and falls as $r^{-5}$. Integrating over the volume outside a cube of half-width $m$ gives an error proportional to $m^{-2}$. The differences from the limit, $2.32$, $0.62$ and $0.16$ microhartree, follow this law: each doubling of the cube reduces them by nearly four.

Moving the second cloud to $(3.55,2.7,1.85)$ bohr produces a dipole $D=1.2329$ in units of $e$ bohr. Both periodic forms then give $-4.672169$ hartree, while the direct sum gives $-4.665951$ hartree. The difference is $0.006218$ hartree, in agreement with (11):

$$
\frac{2\pi(1.2329)^2}{3\times512}=0.00622\ \text{hartree}. \tag{46}
$$

The two forms agree with each other here because they share the tin-foil boundary condition. The direct sum describes a different boundary.

Finally, scaling the original density to three electrons leaves $Z-N=1$. The Gaussian form exceeds the Ewald form by $0.02233$ hartree for set A and $0.04491$ hartree for set B. Equation (38) gives the first as $3.64\pi/512$ and the second as $7.32\pi/512$ hartree. Thus a dipole changes the relation to a finite block, whereas a net charge breaks the equality of the two periodic expressions.

## Computed results

```
cell side 8.0 bohr, volume 512.0 bohr^3
ion 1: Z 3, position [2. 2. 2.] bohr
  core 0.5 bohr, height 3.0 hartree, alpha 4.444317 hartree bohr^3
ion 2: Z 1, position [4.5 3.  2.5] bohr
  core 0.6 bohr, height 1.0 hartree, alpha 2.333732 hartree bohr^3
cloud 1: electrons 2, width 0.9 bohr, centre [2.2 2.  2.1] bohr
cloud 2: electrons 2, width 1.2 bohr, centre [3.05 2.5  2.15] bohr
grid 32 points per side, electrons on grid 4.00000000
two unit Gaussians, radii 1.0 and 0.8, distance 1.5 bohr: quadrature 0.60158261, formula 0.60158261 hartree
Gaussian form, set A: radii [1.  0.8] bohr
  Hartree energy of total density 0.38451436 hartree
  minus self energy -4.08915837 hartree
  erfc overlap sum 0.00273002 hartree
  short-ranged remainder -1.10991840 hartree
  total -4.81183239 hartree
  G=0 part of remainder -0.03638553 hartree
  Ewald background -0.08933904 hartree
  overlap from periodic images 3.058e-10 hartree
Gaussian form, set B: radii [1.4 1.2] bohr
  Hartree energy of total density 0.60451463 hartree
  minus self energy -2.89708085 hartree
  erfc overlap sum 0.03910750 hartree
  short-ranged remainder -2.55837367 hartree
  total -4.81183239 hartree
  G=0 part of remainder -0.12670632 hartree
  Ewald background -0.17965983 hartree
  overlap from periodic images 8.985e-06 hartree
Ewald form, eta 1.0 bohr^-2
  electron Hartree energy 3.01750684 hartree
  electron-ion, G not 0 -6.23688533 hartree
  alpha term 0.05295351 hartree
  ion Ewald energy -1.64540741 hartree
  total -4.81183239 hartree
  total -130.93663 eV
direct sum, cells up to index 8: -4.81183471 hartree
direct sum, cells up to index 16: -4.81183301 hartree
direct sum, cells up to index 32: -4.81183255 hartree
direct sum, extrapolated -4.81183239 hartree
dipole cell: cloud 2 centre [3.55 2.7  1.85] bohr, dipole 1.232883 e bohr
  Ewald form -4.67216882, Gaussian form -4.67216882 hartree
  direct sum -4.66595109, surface term 0.00621774 hartree
three electrons: Ewald form -4.58600868 hartree
  Gaussian minus Ewald form, set A: 0.02233476 hartree
  Gaussian minus Ewald form, set B: 0.04491496 hartree
```
